# Finite-Temperature Polarisability of a Two-Dimensional Electron Gas near Twice the Fermi Momentum

Electrons in a thin conducting channel screen a charged impurity through their static polarisability. Elastic scattering through an angle \(\theta\) on the Fermi circle transfers the wavenumber \(q=2k_F\sin(\theta/2)\), so backscattering samples the polarisability at \(q=2k_F\). This problem asks what temperature does there.

The model is a two-dimensional gas in equilibrium, with one isotropic parabolic band \(E_k=k^2/2m\) and total degeneracy \(g\) (spin times valley). There is no disorder, and interactions enter only through the mean electrostatic field. Atomic units are used in the algebra, and \(T\) stands for the thermal energy \(k_BT\). The polarisability \(\Pi>0\) is defined by \(\delta n_q=-\Pi\,U_q\), where \(U_q\) is a Fourier component of the total potential energy of an electron and \(\delta n_q\) is that of the density.

## (a) Zero temperature

**Obtain \(\Pi\) as a momentum integral, evaluate it at \(T=0\), and describe its behaviour at \(q=2k_F\).**

*Solution.* Let \(U(\mathbf r)=U_qe^{i\mathbf q\cdot\mathbf r}+\text{c.c.}\) To first order, the state \(\mathbf k\) acquires the amplitude \(U_q/(E_k-E_{k+q})\) of \(\mathbf k+\mathbf q\) and \(U_q^*/(E_k-E_{k-q})\) of \(\mathbf k-\mathbf q\). In \(|\psi|^2\), the first amplitude and the complex conjugate of the second both multiply \(e^{i\mathbf q\cdot\mathbf r}\). We sum over states with occupation \(f\) and shift \(\mathbf k\to\mathbf k+\mathbf q\) in the second term:
\[
\Pi=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f(E_k)-f(E_{k+q})}{E_{k+q}-E_k}. \tag{1}
\]
Since \(f\) decreases with energy, the integrand is never negative.

At \(T=0\), \(f\) is a step at \(E_F=k_F^2/2m\). Let \(x\) be the component of \(\mathbf k\) along \(\mathbf q\), and let \(a=q/2\). Then \(E_{k+q}-E_k=(q/m)(x+a)\). We cut out the strip \(|x+a|<\delta\) and let \(\delta\to0\) at the end. The map \(\mathbf k\to-\mathbf k-\mathbf q\) preserves this strip, reverses the sign of the denominator and exchanges the two occupations. The two terms of (1) are therefore equal. Integrating across \(\mathbf q\) gives the chord \(2\sqrt{k_F^2-x^2}\), so
\[
\Pi_0=\frac{2g}{4\pi^2}\,\frac mq\,2I=\frac{gm}{\pi^2q}\,I,\qquad
I=\mathrm{PV}\!\int_{-k_F}^{k_F}\!\frac{\sqrt{k_F^2-x^2}}{x+a}\,dx .
\]
Write \(k_F^2-x^2=(k_F^2-a^2)+(a-x)(a+x)\) and divide by \(\sqrt{k_F^2-x^2}\):
\[
I=(k_F^2-a^2)J+\int_{-k_F}^{k_F}\!\frac{a-x}{\sqrt{k_F^2-x^2}}dx=(k_F^2-a^2)J+\pi a .
\]
With \(x=k_F\cos\theta\) and \(t=\tan(\theta/2)\), the remaining integral is
\[
J=\mathrm{PV}\!\int_0^\pi\!\frac{d\theta}{a+k_F\cos\theta}
=\mathrm{PV}\!\int_0^\infty\!\frac{2\,dt}{(a+k_F)+(a-k_F)t^2}.
\]
For \(a>k_F\) this is an arctangent integral, and \(J=\pi/\sqrt{a^2-k_F^2}\). For \(a<k_F\) it is proportional to \(\mathrm{PV}\int_0^\infty dt/(c^2-t^2)\), with \(c^2=(k_F+a)/(k_F-a)\). The antiderivative \((1/2c)\ln|(c+t)/(c-t)|\) vanishes at both ends, and its values on the two sides of \(t=c\) cancel in the principal value, so \(J=0\). At \(a=k_F\) the term with \(J\) is absent from the start. Hence \(I=\pi a\) for \(a\le k_F\) and \(I=\pi(a-\sqrt{a^2-k_F^2})\) for \(a>k_F\).

Define the density of states \(N=gm/2\pi\) and the energy at half the transferred wavenumber, \(e=(q/2)^2/2m=q^2/8m\). Then \((2k_F/q)^2=E_F/e\), and we obtain Stern's function
\[
\frac{\Pi_0}{N}=P(e,E_F)=1-\Theta(e-E_F)\sqrt{1-E_F/e}. \tag{2}
\]
It is flat up to \(2k_F\) and continuous there. Just above, at \(q=2k_F(1+\delta)\), it is \(1-\sqrt{2\delta}\) to leading order. The slope jumps from zero on the left to \(-\infty\) on the right, which is the cusp.

## (b) From zero to finite temperature

**Write the Fermi function as a superposition of steps. Use it to express \(\Pi(q,T)\) through \(\Pi_0\), fix the chemical potential at given density, and check the limit \(q\to0\).**

*Solution.* The Fermi function is \(f(E)=\tfrac12[1-\tanh((E-\mu)/2T)]\). Let
\[
w(\mu')=\frac{1}{4T\cosh^2[(\mu'-\mu)/2T]},
\]
whose antiderivative is \(\tfrac12\tanh[(\mu'-\mu)/2T]\). Then
\[
\int_{-\infty}^{\infty}\!d\mu'\,w(\mu')\,\Theta(\mu'-E)=\int_E^\infty\! w\,d\mu'=\tfrac12-\tfrac12\tanh\frac{E-\mu}{2T}=f(E).
\]
Equation (1) is linear in \(f\). For each \(\mu'\) the step occupation gives a nonnegative integrand, so the integrals over \(\mathbf k\) and \(\mu'\) may be exchanged. Steps with \(\mu'<0\) contain no electrons. The result is Maldague's thermal average:
\[
\Pi(q,T,\mu)=\int_0^\infty\! d\mu'\,\frac{\Pi_0(q,\mu')}{4T\cosh^2[(\mu'-\mu)/2T]}. \tag{3}
\]
The average is taken at fixed \(\mu\), while a channel is usually specified by its density:
\[
n=N\int_0^\infty\! f\,dE=NT\ln(1+e^{\mu/T}).
\]
With \(E_F=n/N\), this gives
\[
\mu=T\ln(e^{E_F/T}-1)=E_F+T\ln(1-e^{-E_F/T}). \tag{4}
\]
For \(T\ll E_F\) the shift of \(\mu\) is exponentially small, a consequence of the constant density of states.

As \(q\to0\), \(\Pi_0\to N\) for every \(\mu'>0\), and (3) gives
\[
\Pi\to N\int_0^\infty\! w\,d\mu'=\frac{N}{1+e^{-\mu/T}}=\frac{\partial n}{\partial\mu}=N(1-e^{-E_F/T}).
\]
This is the required response to a slowly varying potential, which acts as a local shift of \(\mu\).

Direct quadrature of (1) at \(T/E_F=0.05\), 0.3 and 1.5, for wavenumbers below, at and above \(2k_F\), agrees with (3) to within \(10^{-6}N\).

## (c) Is there still a cusp?

**Reduce (3) to an integral over a fixed finite interval, and decide whether any singularity survives for \(q>0\). Find also the limit \(T\gg E_F\).**

*Solution.* As a function of \(\mu'\), \(w=-df/d\mu'\), where \(f(\mu')=1/(e^{(\mu'-\mu)/T}+1)\). We integrate (3) by parts. The boundary terms vanish because \(P(e,0)=0\) and \(f(\infty)=0\). For \(\mu'<e\) we have \(\partial P/\partial\mu'=1/(2e\sqrt{1-\mu'/e})\), and for \(\mu'>e\) the derivative is zero. Hence
\[
\frac{\Pi}{N}=\int_0^e\!\frac{f(\mu')\,d\mu'}{2e\sqrt{1-\mu'/e}}.
\]
The substitution \(\mu'=e(1-s^2)\), \(d\mu'=-2es\,ds\), cancels the square root:
\[
\frac{\Pi}{N}=\int_0^1\! ds\,f\big(e(1-s^2)\big). \tag{5}
\]
The singularities of \(f\) nearest the real axis are poles at \(\mu\pm i\pi T\). For complex \(e\) with \(|\mathrm{Im}\,e|<\pi T\), the argument \(e(1-s^2)\) stays within the same strip, so the integrand is analytic in \(e\) for all \(s\) in the interval. Therefore \(\Pi\) is analytic in \(q>0\) at any \(T>0\), and no cusp survives.

Equation (3) shows the mechanism. Each \(\mu'\) contributes a curve with its own cusp, at \(e=\mu'\), and the average spreads these cusps over an energy range of order \(T\).

For \(T\gg E_F\), (4) gives \(e^{\mu/T}\approx E_F/T\ll1\), so \(f(E)\approx(E_F/T)e^{-E/T}\) and
\[
\frac{\Pi}{N}\approx\frac{E_F}{T}\int_0^1\! ds\,e^{-e(1-s^2)/T}.
\]
For \(e\ll T\) this becomes \(\Pi\approx n/T\), the classical Debye response. The wavenumber \(2k_F\) then has no special role.

## (d) Three laws at low temperature

**Extract the behaviour of \(\Pi\) near \(2k_F\) with a bound on the error. Then find the leading thermal change below, at and above \(2k_F\) for \(T\ll E_F\).**

*Solution.* Write (5) as one minus a loss:
\[
1-\frac{\Pi}{N}=\int_0^1\!\frac{ds}{1+\exp[(\mu-e+es^2)/T]}.
\]
Extend the integral to infinity and call the added piece \(R\). With \(u=s\sqrt{e/T}\), \(\eta=(e-\mu)/T\) and
\[
F_{-1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\!\frac{du}{e^{u^2-\eta}+1},
\]
we have
\[
\frac{\Pi}{N}=1-\frac12\sqrt{\frac{\pi T}{e}}\;F_{-1/2}\!\left(\frac{e-\mu}{T}\right)+R. \tag{6}
\]
For \(s\ge1\), \(s^2-1\ge2(s-1)\), and \(1/(1+e^y)<e^{-y}\). Therefore
\[
0<R<\int_1^\infty\! ds\,e^{-[\mu+2e(s-1)]/T}=\frac{T}{2e}\,e^{-\mu/T}.
\]
At fixed \(q>0\) the remainder is exponentially small for a degenerate gas. It is not small once \(T\) is comparable with \(E_F\), and (5) should then be used.

*At \(2k_F\).* Here \(e=E_F\), and \(\eta\) is exponentially small. Expand \(1/(e^{u^2}+1)=\sum_{l\ge1}(-1)^{l+1}e^{-lu^2}\). The error after \(L\) terms is below \(e^{-(L+1)u^2}\), whose integral vanishes as \(L\to\infty\), so we may integrate term by term:
\[
F_{-1/2}(0)=\sum_{l\ge1}\frac{(-1)^{l+1}}{\sqrt l}=(1-\sqrt2)\,\zeta(\tfrac12)=0.6049 .
\]
Multiplying by \(\sqrt\pi/2\) gives
\[
\frac{\Pi(2k_F)}{N}\approx1-0.536\,\sqrt{T/E_F}. \tag{7}
\]

*Below \(2k_F\).* When \(\eta\ll-1\), the same expansion gives \(F_{-1/2}=e^\eta-e^{2\eta}/\sqrt2+\dots\), and the leading change is
\[
\frac{\Delta\Pi}{N}\approx-\frac12\sqrt{\frac{\pi T}{e}}\;e^{-(E_F-e)/T}. \tag{8}
\]
This holds for \(e\gg T\): by the bound above, the ratio of \(R\) to this change is at most about \(\sqrt{T/\pi e}\;e^{-e/T}\), which is then negligible.

*Above \(2k_F\).* When \(e-E_F\gg T\), \(P\) is smooth where \(w\) is large. Expand \(P\) in (3) about \(\mu\). Odd terms vanish, and the second and fourth moments of \(w\) are \(\pi^2T^2/3\) and \(7\pi^4T^4/15\). From (2), \(\partial^2P/\partial\mu^2=(1-\mu/e)^{-3/2}/4e^2\) and \(\partial^4P/\partial\mu^4=15(1-\mu/e)^{-7/2}/16e^4\). Dividing the moments by \(2!\) and \(4!\), and writing \(\Delta=e-E_F\), we find
\[
\frac{\Delta\Pi}{N}\approx\frac{\pi^2}{24}\sqrt{\frac{\Delta}{e}}\left(\frac T\Delta\right)^2\left[1+\frac{7\pi^2}{16}\left(\frac T\Delta\right)^2\right]. \tag{9}
\]
The change is positive: the average of a function that curves upwards exceeds its value at the centre.

The expansion in \(T^2\) has coefficients that diverge as \(\Delta\to0\). At \(2k_F\) it is replaced by the much larger \(\sqrt T\) law, with the opposite sign.

## (e) How steep and how wide is the rounded cusp?

**Find the slope with respect to \(x=q/2k_F\), and locate the steepest fall at low temperature.**

*Solution.* Let \(F_{-3/2}=dF_{-1/2}/d\eta\). Since \(e=x^2E_F\), \(de/dx=2e/x\). Differentiating (6), and dropping the exponentially small derivative of \(R\), we get
\[
\frac{d(\Pi/N)}{dx}=-\frac{\sqrt\pi}{x}\left[\sqrt{\frac eT}\,F_{-3/2}(\eta)-\frac12\sqrt{\frac Te}\,F_{-1/2}(\eta)\right]. \tag{10}
\]
The first term comes from the argument of \(F_{-1/2}\), the second from the prefactor \(e^{-1/2}\). Their ratio is of order \(T/E_F\) near \(2k_F\), so to leading order the slope is \(-\sqrt{\pi E_F/T}\,F_{-3/2}(\eta)\).

Numerically, \(F_{-3/2}\) has its maximum, 0.4463, at \(\eta^*=1.109\). Thus
\[
\left|\frac{d(\Pi/N)}{dx}\right|_{\max}\approx0.791\sqrt{\frac{E_F}{T}},\qquad
x^*\approx1+\frac{\eta^*}{2}\frac{T}{E_F}. \tag{11}
\]
The infinite slope has become finite, of order \(T^{-1/2}\). Numerically, \(F_{-3/2}\) has half its maximum at \(\eta\approx-1.1\) and \(\eta\approx6.8\), so for \(T/E_F\to0\) the full width of the steep region at half maximum tends to about \(4T/E_F\) in \(q/2k_F\). The limit is approached slowly, because the upper edge lies at \(e-\mu\approx7T\): the full slope (10) gives widths of about \(3.4\,T/E_F\) at \(T/E_F=0.02\) and \(2.8\,T/E_F\) at \(T/E_F=0.08\). The long side is the tail of the zero-temperature slope above \(2k_F\). The steepest point lies slightly above \(2k_F\).

## (f) Numbers, and the effect on screening

**Take \(n=10^{-4}\) Å⁻², \(m=0.1\), \(g=2\) and a uniform background dielectric constant \(\kappa=12\). Compare \(T=0.0005\) eV with \(T=0.002\) eV. How does the squared matrix element for backscattering from a fixed charge in the sheet change?**

*Solution.* These are round model parameters. The density of states is \(N=0.004177\) eV⁻¹ Å⁻², so \(E_F=n/N=10^{-4}/0.004177=0.02394\) eV, and \(2k_F=0.05013\) Å⁻¹. The two temperatures correspond to \(T/E_F=0.0209\) and \(0.0835\).

At \(2k_F\), (7) gives losses of \(0.536\sqrt{0.0209}=0.0775\) and \(0.536\sqrt{0.0835}=0.155\). Integral (5) gives the same values to this accuracy, so \(\Pi/N\) is 0.923 and 0.845. Fourfold heating doubles the loss.

The two sides behave differently:

- At \(q=0.8\times2k_F\), the change in \(\Pi/N\) is \(-5.2\times10^{-9}\) at the lower temperature and \(-4.26\times10^{-3}\) at the higher. Law (8) gives \(-4.31\times10^{-3}\) for the latter. Its excess of 1% over the integral matches the next term, of relative size \(e^\eta/\sqrt2\approx0.01\).
- At \(q=1.2\times2k_F\), the changes are \(+5.17\times10^{-4}\) and \(+9.8\times10^{-3}\). The leading term of (9) gives \(5.12\times10^{-4}\) and \(8.2\times10^{-3}\). At the higher temperature \(\Delta=0.44E_F=0.0105\) eV and \(T/\Delta=0.19\), so the bracket in (9) adds 16% to the leading term. This accounts for most of the 20% by which the integral exceeds it.

The steepest slopes are \(-5.34\) and \(-2.49\), at \(q/2k_F=1.011\) and 1.040. Leading law (11) gives magnitudes 5.47 and 2.74, at 1.012 and 1.046. The slope falls by a factor 2.14 rather than 2, because the second term of (10) matters more at the higher temperature.

For screening, the Coulomb potential in a sheet of zero thickness follows by integrating the three-dimensional one over the perpendicular wavenumber:
\[
v_q=\int_{-\infty}^{\infty}\!\frac{dk_z}{2\pi}\,\frac{4\pi}{\kappa(q^2+k_z^2)}=\frac{2\pi}{\kappa q}.
\]
The total potential energy is \(U=U_{\rm ext}+v_q\,\delta n_q=U_{\rm ext}-v_q\Pi U\), so
\[
U=\frac{U_{\rm ext}}{\epsilon(q)},\qquad \epsilon(q)=1+\frac{q_{TF}}{q}\frac{\Pi}{N},\qquad q_{TF}=\frac{2\pi N}{\kappa}=\frac{gm}{\kappa}.
\]
Here \(q_{TF}=0.03150\) Å⁻¹ and \(q_{TF}/2k_F=0.628\). At \(T=0\), \(\epsilon(2k_F)=1.628\). At \(T=0.002\) eV it is \(1+0.628\times0.845=1.531\). The squared matrix element grows by the factor \((1.628/1.531)^2=1.13\). At \(T=0.0005\) eV the factor is 1.06.

Warming therefore strengthens backscattering from a fixed charge in this model, by an amount that starts as \(\sqrt T\). This is a statement about one momentum transfer. A mobility also needs the average over scattering angles and over electron energies. Finite channel thickness and exchange-correlation corrections would change the numbers. Disorder does more: it broadens the levels and rounds the cusp even at \(T=0\), so the \(\sqrt T\) law can be expected only when \(T\) is well above this broadening. The full set of values is in the numerical output below.

## Calculated quantities

```
density = 1.0e-04 angstrom^-2
mass = 0.10 electron masses
degeneracy g = 2 (no unit)
background kappa = 12.0 (no unit)
Fermi energy E_F = 0.023939 eV
k_F = 0.025066 angstrom^-1
2 k_F = 0.050133 angstrom^-1
N = 0.004177 eV^-1 angstrom^-2
q_TF = 0.031495 angstrom^-1
F_-1/2(0) = 0.604899 (no unit)
F_-3/2(0) = 0.380105 (no unit)
loss coefficient at 2k_F = 0.536077 (no unit)
eta* of steepest fall = 1.10895 (no unit)
F_-3/2(eta*) = 0.446295 (no unit)
sqrt(pi) F_-3/2(eta*) = 0.791037 (no unit)
T=0: Pi/N at q/2k_F=0.8: 1.000000
T=0: Pi/N at q/2k_F=1.0: 1.000000
T=0: Pi/N at q/2k_F=1.2: 0.447229
T=0: screening function at 2k_F = 1.628243
T=0.0005 eV: T/E_F = 0.020887
T=0.0005 eV: mu - E_F = 0.000e+00 eV
T=0.0005 eV: Pi/N at q/2k_F=0.8: 1.000000
T=0.0005 eV:   change -5.2349e-09, law -5.2349e-09
T=0.0005 eV: Pi/N at q/2k_F=1.0: 0.922525
T=0.0005 eV:   change -7.7475e-02, law -7.7475e-02
T=0.0005 eV: Pi/N at q/2k_F=1.2: 0.447747
T=0.0005 eV:   change 5.1741e-04, law 5.1223e-04
T=0.0005 eV: slope d(Pi/N)/d(q/2k_F) at 2k_F = -4.58423
T=0.0005 eV: steepest slope = -5.34004 at q/2k_F = 1.01104
T=0.0005 eV: screening function at 2k_F = 1.579570
T=0.0005 eV: squared matrix element over T=0 value = 1.062578
T=0.0020 eV: T/E_F = 0.083546
T=0.0020 eV: mu - E_F = -1.267e-08 eV
T=0.0020 eV: Pi/N at q/2k_F=0.8: 0.995735
T=0.0020 eV:   change -4.2649e-03, law -4.3057e-03
T=0.0020 eV: Pi/N at q/2k_F=1.0: 0.845050
T=0.0020 eV:   change -1.5495e-01, law -1.5495e-01
T=0.0020 eV: Pi/N at q/2k_F=1.2: 0.457046
T=0.0020 eV:   change 9.8166e-03, law 8.1956e-03
T=0.0020 eV: slope d(Pi/N)/d(q/2k_F) at 2k_F = -2.17591
T=0.0020 eV: steepest slope = -2.49083 at q/2k_F = 1.03951
T=0.0020 eV: screening function at 2k_F = 1.530897
T=0.0020 eV: squared matrix element over T=0 value = 1.131219
```
